# When Is a Separable Pseudopotential with Several References Hermitian?, part 2

A questioner's separable pseudopotential with two references in one channel $l$ conserves each norm and returns both reference energies, yet its matrix $B$ is asymmetric.

Hartree atomic units; real radial functions $u=rR$; $T=-\tfrac12\,d^2/dr^2+l(l+1)/2r^2$; $\langle f|g\rangle_c$ stops at the core radius $r_c$. All-electron references obey $(T+V_{\rm AE}-\varepsilon_i)\psi_i=0$. Pseudo references $\phi_i$ equal $\psi_i$ for $r\ge r_c$, with value and slope matched; there $V_{\rm loc}=V_{\rm AE}$. Definitions:

$$\chi_i=(\varepsilon_i-T-V_{\rm loc})\phi_i,\quad B_{ij}=\langle\phi_i|\chi_j\rangle,\quad\beta_i=\sum_k(B^{-1})_{ki}\,\chi_k,$$

$$H=T+V_{\rm loc}+\sum_{ij}B_{ij}|\beta_i\rangle\langle\beta_j|,\quad N_{ij}=\langle\psi_i|\psi_j\rangle_c,$$

$$q_{ij}=N_{ij}-\langle\phi_i|\phi_j\rangle_c,\quad W_{ij}[u]=u_iu_j'-u_ju_i'\ \text{at}\ r_c\ \text{from inside}.$$

Duality, $\langle\beta_i|\phi_j\rangle=\delta_{ij}$, gives $H\phi_j=\varepsilon_j\phi_j$ for any invertible $B$. $H$ is Hermitian if and only if $B$ is symmetric. Moreover,

$$B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle_c+\tfrac12W_{ij}[\phi].\tag{1}$$

$$0=(\varepsilon_j-\varepsilon_i)\langle\psi_i|\psi_j\rangle_c+\tfrac12W_{ij}[\psi].\tag{2}$$

$$B_{ij}-B_{ji}=(\varepsilon_i-\varepsilon_j)\,q_{ij}.\tag{3}$$

For normalized bound references, $\langle\phi_1|\phi_2\rangle=-q_{12}$.

The example is hydrogen, $V_{\rm AE}=-1/r$, $l=0$, with 1s and 2s references at $\varepsilon_1=-0.5$ and $\varepsilon_2=-0.125$ Ha, $r_c=2.5$ bohr and $w=1-r^2/r_c^2$. Inside the core,

$$V_{\rm loc}=-\frac{1}{r_c}\Big(1+\frac w2+\frac{3w^2}{8}\Big),$$

$$\phi_i=r\,\big(c_0+c_1w+c_2w^2+a_iw^3+t_iw^4\big),$$

where $c_0,c_1,c_2$ match $\psi_i/r$ through its second derivative at $r_c$, and $t_1=0$.

- Set A: $t_2=0$, $q_{11}=q_{22}=0$, $q_{12}=-2.980\times10^{-3}$, $B_{12}=-0.1035995$ Ha, $B_{21}=-0.1047170$ Ha.
- Varying $t_2$ from set A, with $a_2$ re-solved to keep $q_{22}=0$, gives a family. Set B is its member at $t_2=0.135984$, where all $q_{ij}=0$.
- Set C: $a_1=0.3$, $t_2=0$, $q_{12}=0$, but $q_{11}=0.16813$, $q_{22}=-0.014388$.

The numerical check diagonalizes $H$ in a spectral-element basis. In the printed values, "cos(angle)" treats the two waves as vectors on $[0,r_c]$.

The questioner has just asked: could another local potential remove the asymmetry, and when does (3) fail?

**A.** $V_{\rm loc}$ cancelled before (1), so it cannot. Adding $w^3\times1$ Ha to it in set A moves $B_{12}$ from $-0.1035995$ to $-0.2045691$ Ha and leaves the asymmetry at $1.1175\times10^{-3}$ Ha. The identity is also tested away from bound states, on three $l=1$ references at $-0.3$, $0.1$ and $0.5$ Ha with nothing conserved. There the largest element of $|B-B^T|$ is $0.09437$ Ha and (3) holds to rounding.

The condition that can fail is the equality of the Wronskians. A jump in $\phi''$ at $r_c$ only makes $\chi$ discontinuous, and (3) survives; this is tested by adding a term $0.05\,rw^2$ to $\phi_1$. A kink is different. Then $\chi$ holds a delta function at $r_c$. If it is kept, it adds $\tfrac12\phi_i(\psi_j'-\phi_j')$ at $r_c$ to $B_{ij}$, with $\phi_j'$ taken from inside. This turns $W_{ij}[\phi]$ in (1) into $W_{ij}[\psi]$, and (3) still holds. If it is dropped and $B$ is integrated over the interior alone, (1) minus (2) leaves

$$B_{12}-B_{21}=(\varepsilon_1-\varepsilon_2)q_{12}+\tfrac12\big(W_{12}[\phi]-W_{12}[\psi]\big).$$

Adding $0.05\,rw$ to $\phi_1$ keeps its value at $r_c$ and changes its slope by $0.05\,r_cw'=-0.1$. The Wronskian changes by $-\phi_2\,\delta\phi_1'=0.1\,\phi_2(r_c)$, with $\phi_2(r_c)=2.5\times(-0.050647)=-0.12662$. Half of that change is $-0.006331$ Ha, the leftover that the check finds. With the delta function dropped, nothing in $H$ cancels the one in $T\phi_1$, so the kinked $\phi_1$ is no longer an eigenfunction and its reference energy is in general not returned.

Equation (2) also assumes that the $\psi_i$ obey the Schrödinger equation with one local, energy-independent potential. Scalar-relativistic references obey a different radial equation, so (2), and with it (3), does not hold exactly for them in this form.

**Q.** If the norms have nothing to do with Hermiticity, what did I gain by conserving them?

**A.** They fix the charge in the core and, for a Hermitian $H$, the first-order response to the surroundings. Add $\lambda s(r)$ with $s$ nonzero only beyond $r_c$, and take the bound reference 1. For Hermitian $H$, first-order perturbation theory gives $d\varepsilon_1/d\lambda=\langle\phi_1|s|\phi_1\rangle/\langle\phi_1|\phi_1\rangle$. The numerator equals $\langle\psi_1|s|\psi_1\rangle$ because the tails agree. The denominator is $\langle\phi_1|\phi_1\rangle_c+1-N_{11}=1-q_{11}$. Hence

$$\frac{d\varepsilon_1}{d\lambda}=\frac{\langle\psi_1|s|\psi_1\rangle}{1-q_{11}}\qquad(B\ \text{symmetric}).\tag{5}$$

With $s=1$ on $[2.5,12]$ bohr the all-electron value is $0.124652$. Finite differences of the diagonalized level give $0.124652$ for set B and $0.149846$ for set C, matching $0.124652/(1-0.16813)=0.124652/0.83187=0.14985$. Set C is Hermitian and overshoots the all-electron response by $20\%$.

For asymmetric $B$, (5) has lost its premise. Let $L_1$ be the left eigenvector, $H^TL_1=\varepsilon_1L_1$. Differentiate $(H+\lambda s)\phi=\varepsilon\phi$ at $\lambda=0$:

$$(H-\varepsilon_1)\dot\phi+s\phi_1=\dot\varepsilon\,\phi_1 .$$

Multiplying by $L_1$ removes the first term, since $\langle L_1|(H-\varepsilon_1)\dot\phi\rangle=\langle(H^T-\varepsilon_1)L_1|\dot\phi\rangle=0$, and leaves $\dot\varepsilon=\langle L_1|s|\phi_1\rangle/\langle L_1|\phi_1\rangle$. Beyond $r_c$ the projectors vanish, so $L_1$ is the decaying Coulomb solution at $\varepsilon_1$ and can be scaled to equal $\psi_1$ there. The numerator is again the all-electron one. Inside, $L_1$ cannot equal $\phi_1$. Evaluating $\langle L_1|H\phi_2\rangle$ both ways gives $(\varepsilon_1-\varepsilon_2)\langle L_1|\phi_2\rangle=0$, whereas $\langle\phi_1|\phi_2\rangle=-q_{12}$. So $\delta=L_1-\phi_1$ is confined to the core, with $\langle\delta|\phi_2\rangle=q_{12}$. At $q_{11}=0$ the denominator is $1+\langle\delta|\phi_1\rangle$, and the norm condition says nothing about $\langle\delta|\phi_1\rangle$.

In set A the finite difference gives $0.126057$, agreeing with the left–right formula within the tested $10^{-6}$. It exceeds the all-electron value by $0.001405$, or $1.1\%$ of it, which means $\langle L_1|\phi_1\rangle=0.124652/0.126057=0.9889$. In this example the conserved norm did not deliver the response it was imposed for.

The third level, which is not a reference, is $-0.0555556$ Ha in hydrogen. Sets A, B and C give $-0.0555304$, $-0.0555555$ and $-0.0558694$ Ha, errors of $+2.5\times10^{-5}$, at most about $10^{-7}$ (the printed digits give only this bound) and $-3.1\times10^{-4}$ Ha against the exact level. That ordering is an observation on this atom; I have not derived it.

**Q.** Then I average the two off-diagonal elements and move on. What does that cost?

**A.** It costs the references. Keep the $\beta_i$ and set $\bar B=(B+B^T)/2$. The change $\bar B-B$ has zero diagonal and $(\bar B-B)_{21}=\tfrac12(B_{12}-B_{21})$. Acting on $\phi_1$ and using duality,

$$(\bar H-\varepsilon_1)\phi_1=\sum_i(\bar B-B)_{i1}\beta_i=\tfrac12(\varepsilon_1-\varepsilon_2)q_{12}\,\beta_2\equiv\rho .$$

So $\phi_1$ is no longer an eigenfunction. Duality also gives $\langle\phi_1|\rho\rangle=0$, so the expectation value of $\bar H$ in $\phi_1$ is still $\varepsilon_1$. For a Hermitian operator, a function that is not an eigenfunction has an expectation value strictly above the lowest level. The lowest level of $\bar H$ therefore lies below $\varepsilon_1$.

For the size, expand $\phi_1=\sum_nc_n|n\rangle$ in orthonormal eigenstates of $\bar H$ with energies $E_n$, the continuum included. Projecting the residual equation gives $\langle n|\rho\rangle=c_n(E_n-\varepsilon_1)$. Then $\langle\phi_1|\rho\rangle=0$ reads $\sum_nc_n^2(E_n-\varepsilon_1)=0$. Separate the state $n=1$ nearest $\varepsilon_1$, and substitute $c_n=\langle n|\rho\rangle/(E_n-\varepsilon_1)$ in the others:

$$c_1^2\,(E_1-\varepsilon_1)=-\sum_{n\ne1}\frac{\langle n|\rho\rangle^2}{E_n-\varepsilon_1}.\tag{6}$$

This is exact. With $q_{11}=0$, $\sum_nc_n^2=1$, and the $c_{n\ne1}$ are of order $q_{12}$ when no other level lies close to $\varepsilon_1$, so $c_1^2=1+O(q_{12}^2)$. At leading order and fixed $\beta_2$ the shift is proportional to $q_{12}^2$.

In set A the diagonalization gives a shift of $-1.1069\times10^{-5}$ Ha, and the right side of (6) gives the same digits. The prefactor of $\rho$ is $1.1175\times10^{-3}/2=5.5875\times10^{-4}$ Ha, with square $3.122\times10^{-7}$ Ha$^2$. The 2s-like state has $\langle2|\beta_2\rangle\approx\langle\phi_2|\beta_2\rangle=1$ and contributes about $-3.122\times10^{-7}/0.375=-8.3\times10^{-7}$ Ha, under a tenth of the total. The higher states supply the rest, as they can because $\|\beta_2\|=7.79$, so that $\sum_n\langle n|\beta_2\rangle^2\approx61$.

The second level moves up, by $+3.6\times10^{-7}$ Ha. The argument that forced the lowest level down does not apply to it, so the sign of this shift is not fixed in advance. The same algebra holds with $\rho=-\tfrac12(\varepsilon_1-\varepsilon_2)q_{12}\beta_1$, and now the 1s-like state has a negative denominator and contributes about $+8.3\times10^{-7}$ Ha, which the negative terms of the higher states offset in part. The check prints this shift without testing the sum for it.

The measured power is not exactly 2. From two members of the family at $t_2$ lower than set B by $0.02$ and $0.01$, the exponent of $q_{12}$ is $1.872$, inside the tested window $2\pm0.15$. By (6) the shift is $q_{12}^2$ times a factor built from $\beta_2$ and the spectrum, and that factor changes with $t_2$, so a two-point exponent need not equal 2. That the drift of $\beta_2$ is the main cause is my conjecture; it has not been isolated numerically.

These level shifts are small in this example because they are of second order. The eigenfunction changes at first order, through the $c_{n\ne1}$, and $\rho$ scales with $\|\beta_2\|$, which carries $B^{-1}$ and can be large when $B$ is nearly singular.

**Q.** What is the proper repair?

**A.** There are two. The first is generalized norm conservation: give the pseudo waves enough freedom to impose every $q_{ij}=0$, as in set B. The off-diagonal conditions make $H$ Hermitian by (3), and for bound references the diagonal ones then give the right response by (5). For $n$ references the symmetric matrix $q$ holds $n(n+1)/2$ conditions, of which separate norm conservation meets $n$.

The second is the ultrasoft construction, which keeps the $q_{ij}$ and changes the metric. Define

$$D_{ij}=B_{ij}+\varepsilon_jq_{ij},\qquad S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j| .$$

By (3) and $q_{ji}=q_{ij}$,

$$D_{ij}-D_{ji}=(\varepsilon_i-\varepsilon_j)q_{ij}+\varepsilon_jq_{ij}-\varepsilon_iq_{ij}=0 .$$

Duality gives $S\phi_j=\phi_j+\sum_iq_{ij}\beta_i$, and

$$\Big(T+V_{\rm loc}+\sum_{ik}D_{ik}|\beta_i\rangle\langle\beta_k|\Big)\phi_j=\varepsilon_j\phi_j-\chi_j+\sum_iB_{ij}\beta_i+\varepsilon_j\sum_iq_{ij}\beta_i=\varepsilon_jS\phi_j,$$

because $\sum_iB_{ij}\beta_i=\chi_j$. Both operators are Hermitian and the references are exact solutions of the generalized eigenproblem, which is well posed when $S$ is positive definite. In this metric $\langle\phi_i|S|\phi_j\rangle=\langle\phi_i|\phi_j\rangle+q_{ij}$, which for bound references is $\langle\psi_i|\psi_j\rangle$. For $i\ne j$ it is $-q_{12}+q_{12}=0$, the orthogonality that was missing.

For set A,

$$D_{12}=-0.1035995+(-0.125)(-2.980\times10^{-3})=-0.1032270\ {\rm Ha},$$

$$D_{21}=-0.1047170+(-0.5)(-2.980\times10^{-3})=-0.1032270\ {\rm Ha}.$$

The generalized problem returns both reference levels within the tested $10^{-8}$ Ha, and its third level is $-0.0555541$ Ha, a little over $1.4\times10^{-6}$ Ha above the exact one. Plain averaging differs from this in two ways. It gives the off-diagonal element $(-0.1035995-0.1047170)/2=-0.1041583$ Ha in place of $-0.1032270$ Ha, and it leaves $S=1$.

**Q.** So my asymmetry is a measurement of $q_{12}$?

**A.** Under the conditions used for (1) and (2), yes. Divide $B_{12}-B_{21}$ by $\varepsilon_1-\varepsilon_2$ and compare it with $\langle\psi_1|\psi_2\rangle_c-\langle\phi_1|\phi_2\rangle_c$, integrated separately. If the two agree, the asymmetry is real and a finer grid will not remove it. If they differ by more than your quadrature error, inspect the slope matching at $r_c$ and the radial equation that produced your $\psi_i$.

## Computed values

```
rc = 2.5 bohr; eps1 = -0.5 Ha; eps2 = -0.125 Ha; 1 Ha = 27.2114 eV
Vloc(0) = -0.7500 Ha
c0 c1 c2 of phi1 (bohr^-3/2): 0.164170 0.205212 0.179561
c0 c1 c2 of phi2 (bohr^-3/2): -0.050647 0.094964 0.092985
AE core overlaps 11 22 12: 0.875348 0.055381 0.173225
AE cos(angle) = 0.786752
set A cos(angle) = 0.800286
AE lowest levels in basis (Ha): -0.5000000 -0.1250000 -0.0555556
set A: a1 a2 t2 (bohr^-3/2) = 0.480013 0.226446 0.000000
  q11 q22 q12 = 2.2204e-16 -1.3878e-17 -2.9800e-03
  B11 B12 B21 B22 (Ha) = -0.3260592 -0.1035995 -0.1047170 -0.0356983
  B12-B21 = 1.11750e-03 Ha; (eps1-eps2)q12 = 1.11750e-03 Ha
  det B = 7.9113e-04 Ha^2; lowest levels (Ha): -0.5000000 -0.1250000 -0.0555304
set B: a1 a2 t2 (bohr^-3/2) = 0.480013 0.114168 0.135984
  q11 q22 q12 = 2.2204e-16 6.9389e-18 -2.7756e-17
  B11 B12 B21 B22 (Ha) = -0.3260592 -0.1050017 -0.1050017 -0.0363092
  B12-B21 = -2.08167e-16 Ha; (eps1-eps2)q12 = 1.04083e-17 Ha
  det B = 8.1359e-04 Ha^2; lowest levels (Ha): -0.5000000 -0.1250000 -0.0555555
set C: a1 a2 t2 (bohr^-3/2) = 0.300000 0.276011 0.000000
  q11 q22 q12 = 1.6813e-01 -1.4388e-02 2.4980e-16
  B11 B12 B21 B22 (Ha) = -0.2424583 -0.0898058 -0.0898058 -0.0448524
  B12-B21 = -1.11022e-16 Ha; (eps1-eps2)q12 = -9.36751e-17 Ha
  det B = 2.8097e-03 Ha^2; lowest levels (Ha): -0.5000000 -0.1250000 -0.0558694
set A: B12-B21 = 30.41 meV
t2 = 0.5: q22 = 6.9e-17, q12 = 0.00980, B12-B21 = -0.003675 Ha
t2 = 1.0: q22 = 6.9e-17, q12 = 0.02778, B12-B21 = -0.010418 Ha
Vloc + w^3 (1 Ha): B12 = -0.2045691 Ha, B12-B21 = 1.11750e-03 Ha
l=1, eps = [-0.3, 0.1, 0.5] Ha: max|B-B^T| = 0.09437 Ha
  identity error = 8.0e-16 Ha
kinked phi1 (0.05 r w): leftover Wronskian term = -0.006331 Ha
set A: <f|V g> - <g|V f> = -2.69724e-04 Ha (f = r e^-r^2, g = r^3 e^-r^2)
set A: <phi1|phi2> all space = 2.97999e-03; eigenvector overlap = 2.97999e-03
set A: |beta1| |beta2| = 1.9703 7.7929
set A symmetrized: lowest levels (Ha): -0.5000111 -0.1249996 -0.0555302
  shift of eps1 = -1.1069e-05 Ha; residual sum = -1.1069e-05 Ha
  shift of eps2 = 3.6373e-07 Ha
  power of q12 in the shift = 1.872
set A ultrasoft: D12 = -0.1032270 Ha, D21 = -0.1032270 Ha
  lowest levels (Ha): -0.5000000 -0.1250000 -0.0555541
d eps1/d lambda, step on [2.5, 12.0] bohr: AE 0.124652
  set A 0.126057; set B 0.124652; set C 0.149846
  AE/(1-q11) for set C = 0.149846
```
